# When a second water molecule speeds ligand elimination in atomic layer deposition

**What fixes the answer**

In the water half-cycle of alumina deposition, an adsorbed water molecule gives a proton to a surface methyl group, and methane leaves. A second water can act as a relay: it takes a proton from the first water and gives another to the methyl group. How much methane leaves by each route follows, up to one function, from an invariance and a dimensional argument.

Let \(C\) be the free energy of moving the second water from the gas, at the actual temperature and pressure, to a site that already holds one water. It is positive when uphill. Let \(G_1^\ddagger\) and \(G_2^\ddagger\) be the free-energy barriers of the direct and relay routes, each measured from its own hydrated complex, and let \(\Delta=G_1^\ddagger-G_2^\ddagger\) be the barrier reduction.

Suppose water exchanges with the gas much faster than methane leaves. In transition-state theory the relay flux is then set by the free energy of its transition state relative to the singly hydrated site plus gas. The doubly hydrated complex is only a stop on the way. If its free energy is raised by \(\delta\) with both transition states held fixed, \(C\) rises by \(\delta\), \(G_2^\ddagger\) falls by \(\delta\), and \(\Delta\) rises by \(\delta\). The flux ratio cannot change, so it depends on \(\Delta-C\). Being dimensionless, it is a function of \((\Delta-C)/kT\). At \(C=0\) the two complexes are equally populated and the ratio is that of the rate constants, \(e^{\Delta/kT}\). Hence

\[
\frac{\text{relay flux}}{\text{direct flux}}=e^{(\Delta-C)/kT}.
\]

The relay therefore carries more than half the elimination if and only if \(\Delta>C\). This is a statement about shares. Whether the second water accelerates the total is a different question, with a different condition.

**When the total rate rises**

Take independent sites that are bare (S), singly hydrated (SW) or doubly hydrated (SW₂), and irreversible methane loss. Define

\[
a=\frac{[\mathrm{SW}]}{[\mathrm S]},\qquad
b=\frac{[\mathrm{SW_2}]}{[\mathrm{SW}]}=e^{-C/kT},\qquad
r=\frac{k_2}{k_1}=e^{\Delta/kT}.
\]

The last equality uses \(k_i=(kT/h)e^{-G_i^\ddagger/kT}\), whose prefactors cancel. With fast exchange, the populations of surviving sites stand as \(1:a:ab\). Dividing by their sum gives the elimination rate per surviving site,

\[
R=\frac{k_1a+k_2ab}{1+a+ab}.
\]

If the second water were barred and all else held fixed, the rate would be \(R_0=k_1a/(1+a)\). Therefore

\[
\frac{R}{R_0}=\frac{k_1a(1+rb)}{1+a+ab}\,\frac{1+a}{k_1a}
=\frac{(1+rb)(1+a)}{1+a+ab}.
\]

Acceleration means \((1+rb)(1+a)>1+a+ab\). Subtracting \(1+a\) from both sides leaves \(rb(1+a)>ab\), or

\[
r>\frac{a}{1+a}.
\]

The cost \(C\) has dropped out. Since the right side is below one, any relay with a positive barrier reduction raises the total rate in this model, however costly the second water is. The gain may be negligible.

The cost returns when a useful gain is demanded. Doubling requires \((1+rb)(1+a)>2(1+a)+2ab\). Dividing by \(1+a\) and subtracting one gives

\[
rb>1+\frac{2ab}{1+a}.
\]

The right side exceeds one, so doubling requires \(rb>1\), which is \(\Delta>C\). The converse holds only approximately, when doubly hydrated sites are scarce (\(ab\ll1+a\)). The rule is thus: **a second water can more than double elimination only if its barrier reduction exceeds its free-energy cost.**

The opposite limit is a surface crowded with water. For \(a\gg1\), \(R/R_0\) tends to \((1+rb)/(1+b)\), and for \(b\gg1\) and \(rb\gg1\) this tends to \(r\). Every site then already holds its second water, and only the barriers matter. A poor relay becomes a trap. With \(a=3\), \(b=10\) and \(r=0.3\), the product \(rb=3\) gives the relay 75% of the flux, yet \(R/R_0=4\times4/34=0.47\). Here \(\Delta=-1.2\,kT\) exceeds \(C=-2.3\,kT\), but elimination slows because most sites wait in the less reactive complex.

**Why the second water is costly**

The cost is mainly lost gas entropy. For \(N\) gas molecules with single-molecule partition function \(Q\), the free energy is \(-kT\ln(Q^N/N!)\), and its derivative with respect to \(N\) is the chemical potential \(-kT\ln(Q/N)\). Write \(q_{\rm gas}=Q/N\). The translational part of \(Q\) is proportional to the volume, and \(V/N=kT/p\). Classical rotation with rotational constants \(B_1,B_2,B_3\) (in energy units) and symmetry number 2 supplies the last factor:

\[
q_{\rm gas}=\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}\frac{kT}{p}\,
\frac{\sqrt\pi}{2}\sqrt{\frac{(kT)^3}{B_1B_2B_3}} .
\]

On the surface, the six translations and rotations become vibrations with quanta \(\varepsilon_i\), taken as harmonic:

\[
q_{\rm ads}=\prod_{i=1}^{6}\frac{1}{1-e^{-\varepsilon_i/kT}} .
\]

Zero-point energies are included in the binding energy \(D\), and thermal excitation of the molecule's internal vibrations is taken as unchanged. The adsorbed free energy, \(-D-kT\ln q_{\rm ads}\), minus the gas value is

\[
C=kT(\ln q_{\rm gas}-\ln q_{\rm ads})-D .
\]

To find the effect of temperature, let \(\beta=1/kT\). At fixed pressure \(q_{\rm gas}\propto T^4\), from powers \(3/2+1+3/2\), so \(d\ln q_{\rm gas}/d\beta=-4kT\). Differentiating the oscillator product gives \(d\ln q_{\rm ads}/d\beta=-U_{\rm vib}\), with \(U_{\rm vib}=\sum_i\varepsilon_i/(e^{\beta\varepsilon_i}-1)\). Thus

\[
\frac{d(\beta C)}{d\beta}=H_C=-D+U_{\rm vib}-4kT .
\]

For constant activation enthalpies and entropies, \(d(\beta\Delta)/d\beta=\Delta H_{\rm red}\), the difference of the activation enthalpies. The logarithm of the flux ratio therefore has slope \(\Delta H_{\rm red}-H_C\) against \(\beta\). In the example below \(H_C\) is negative and \(\Delta H_{\rm red}\) is positive, so both terms favour the relay on cooling.

Since \(b\propto p\), staying at equal flux requires \((\Delta H_{\rm red}-H_C)\,d\beta+d\ln p=0\). With \(d\beta=-dT/(kT^2)\),

\[
\frac{dT_\times}{d\ln p}=\frac{kT_\times^2}{\Delta H_{\rm red}-H_C}.
\]

**How large the effect is**

The example uses round parameters in the rough regime of alumina growth from trimethylaluminium and water. Water is at 1 Torr. The first and second waters bind by 0.70 and 0.60 eV. The activation enthalpies are 0.90 eV (direct) and 0.60 eV (relay). The relay has an activation entropy of −0.2 meV/K, representing a more ordered transition state; the direct value is zero. Both adsorbed waters have modes at 60, 100, 150, 250, 400 and 600 cm⁻¹. The barriers are inputs, so the example does not establish how strongly a real relay lowers them.

Equal flux falls at 432 K (159 °C), where \(kT=0.03721\) eV. The two sides of the balance are

\[
C=0.03721\,(26.790-4.925)-0.60=0.214\ \text{eV},
\]
\[
\Delta=(0.90-0.60)-431.8\times0.0002=0.214\ \text{eV}.
\]

The cost consists of an enthalpy of −0.602 eV and an entropy term of +0.816 eV. The second water is well bound and still scarce.

| \(T\) (K) | \(C\) (eV) | \(\Delta\) (eV) | relay/direct | \(R/R_0\) | \(R\) (s⁻¹) |
|---|---|---|---|---|---|
| 375 | 0.106 | 0.225 | 40 | 40 | 115 |
| 425 | 0.201 | 0.215 | 1.5 | 2.5 | 28 |
| 450 | 0.248 | 0.210 | 0.38 | 1.4 | 23 |
| 475 | 0.295 | 0.205 | 0.11 | 1.1 | 26 |
| 525 | 0.388 | 0.195 | 0.014 | 1.01 | 43 |

At 450 K the cost exceeds the reduction, yet the second water adds 38% to the rate. By 525 K it adds about 1%.

The total rate has a minimum among the listed temperatures, at 450 K. The cause is the sign of the relay's apparent activation energy. On a sparsely covered surface the relay flux is \(k_2ab\), and \(-d\ln(k_2ab)/d\beta\) is the sum of the activation enthalpy, \(kT\) from the rate prefactor, and the two uptake enthalpies. The first water binds 0.10 eV more strongly with the same modes, so its uptake enthalpy is −0.702 eV. At 432 K the sum is \(0.60+0.037-0.702-0.602=-0.67\) eV. For the direct route it is \(0.90+0.037-0.702=+0.24\) eV. With the actual coverage at 432 K included, the values are about −0.64 and +0.27 eV. Over the listed temperatures heating thus suppresses the relay and speeds the direct route; below about 346 K the sites fill with water and the total rate falls on cooling.

The enthalpy difference that governs the crossover is \(0.30+0.602=0.902\) eV. It gives \(T_\times\) a local slope of 41 K per decade of water pressure at this point; the slope grows with temperature, and the full step from 1 to 10 Torr raises \(T_\times\) by 45.5 K. At a fixed 475 K, equal flux needs 9.0 Torr.

**What can move the crossover**

*Energies.* Raising the relay barrier by 0.05 eV lowers \(T_\times\) to 408 K; lowering it by the same amount raises \(T_\times\) to 456 K. What sets the crossover is the free energy of the relay transition state relative to the direct transition state plus gas, so an error of this size in either transition state moves it by about 24 K. An error in the energy of the singly or the doubly hydrated complex alone cancels between \(C\) and \(\Delta\).

*Soft motion.* Halving the lowest vibrational frequency of the second water, with \(\Delta\) held fixed, raises \(T_\times\) to 444 K. Scaling all six of its frequencies by 0.7 raises \(T_\times\) by 29 K, halving them all raises it by about 65 K, and scaling them by 1.5 lowers it by 24 K, so the assumed soft modes can matter as much as the energies. Holding \(\Delta\) fixed means that the relay transition state gains the same entropy as the complex. If the complex alone softened, \(C\) and \(\Delta\) would fall equally and the crossover would not move.

*Tunnelling.* For symmetric \(\mathrm{sech}^2\) barriers with heights equal to the activation enthalpies and barrier frequencies of 1300i (direct) and 1000i cm⁻¹ (relay), tunnelling multiplies the rates by 2.5 and 1.7. It helps the direct route more and lowers \(T_\times\) to 425 K. Real barriers are asymmetric, so this is an estimate.

*Slow supply.* Let \(s\) be the arrival rate of a second water at SW and \(k_{\rm des}=s/b\) its desorption rate. Steady state gives \(s[\mathrm{SW}]=(k_{\rm des}+k_2)[\mathrm{SW_2}]\), hence

\[
\frac{\text{relay flux}}{\text{direct flux}}
=\frac{k_2}{k_1}\,\frac{s}{k_{\rm des}+k_2}
=\frac{rb}{1+k_2/k_{\rm des}} .
\]

The relay then dominates only if \(\Delta>C+kT\ln(1+k_2/k_{\rm des})\). For a 0.20 nm² site and unit sticking probability, \(k_2/k_{\rm des}\) is \(3.5\times10^{-4}\) at \(T_\times\), so the correction is negligible. A sticking probability of 0.01 would raise it to 0.035.

*A third water.* With the same binding and no further barrier reduction, its route would carry 0.3% of the relay flux at \(T_\times\). To match the two-water relay it would have to lower the barrier by another 0.21 eV.

**The real process**

Alumina can be grown from these reagents both below and above the modelled crossover of 432 K. At a water pressure of 0.1 Torr the crossover would lie about 37 K lower, slightly less than the local slope of 41 K per decade suggests, because the shift shrinks on cooling. The assumption of identical, independent sites is doubtful on a real surface. Neighbouring hydroxyl groups may relay protons themselves, which would lower the direct barrier and shrink \(\Delta\); a loss of 0.05 eV moves the crossover down by 24 K. Crowded methyl groups may also react at different rates. Removal of methyl groups by water is known to become less complete at low growth temperature, whereas this model gives its fastest listed rate at 375 K. The model should therefore be used to compare routes at one kind of site, not to predict how completely a film reacts.

**What to do about it**

When comparing calculated mechanisms, put both transition states on one free-energy scale, with the extra water in the gas at the process temperature and pressure. A lower barrier measured from the doubly hydrated complex does not by itself show that the relay matters.

In experiments, vary the water pressure at fixed temperature. Since \(a\propto p\) and \(ab\propto p^2\), the numerator of \(R\) has logarithmic slope \(1+f\), where \(f\) is the relay share, and the denominator has slope \(\theta_1+2\theta_2\), where \(\theta_1\) and \(\theta_2\) are the fractions of singly and doubly hydrated sites. The reaction order is

\[
n=1+f-(\theta_1+2\theta_2).
\]

The coverage terms cannot be ignored. The example gives \(n=1.49\) at 375 K with a relay share of 98%, and \(n=1.54\) at 425 K with a share of 60%. Since \(f=n-1+\theta_1+2\theta_2\ge n-1\), an order near 1.5 shows, in this model, that the relay carries at least about half the flux, but it does not fix the share unless the water coverage is known. An order at or below one does not exclude the relay. At 525 K, where coverage is small and the relay share is 1%, the order is 1.01.

The order also guides pulse design. If \(R\propto p^n\) over the range used, a pulse of duration \(t\) leaves a fraction \(e^{-Rt}\) of the ligands, and \(Rt\propto p^{\,n-1}(pt)\). At fixed temperature and fixed exposure \(pt\), a shorter pulse at higher pressure removes more ligand when \(n>1\), gains nothing when \(n=1\) and removes less when \(n<1\). The order itself depends on pressure: at 375 K it falls from 1.49 at 1 Torr to one near 5.5 Torr and to 0.83 at 10 Torr. This holds for uniform pressure during the pulse, fast water exchange and equivalent sites. The numerical output below lists the remaining temperatures and intermediate values.

## Computed values

```
Binding of first, second water: 0.70, 0.60 eV
Activation enthalpy direct, relay: 0.90, 0.60 eV
Activation entropy direct, relay: 0.0, -0.2 meV/K
Adsorbed-water modes: 60 100 150 250 400 600 cm^-1
Water pressure 1.0 Torr, site area 0.20 nm2
Water rotational constants: 27.38 14.58 9.51 cm^-1
ln q_gas, levels minus formula at 430 K: 0.0106
T/K  cost/eV  reduction/eV  a  b  relay:direct  total gain
375  0.106  0.225  8.350e-01  3.782e-02  39.958  40.265
400  0.153  0.220  2.125e-01  1.168e-02  6.908  7.892
425  0.201  0.215  6.388e-02  4.164e-03  1.476  2.475
450  0.248  0.210  2.205e-02  1.673e-03  0.376  1.376
475  0.295  0.205  8.551e-03  7.430e-04  0.111  1.111
500  0.342  0.200  3.661e-03  3.594e-04  0.037  1.037
525  0.388  0.195  1.706e-03  1.870e-04  0.014  1.014
T/K  rate with second water barred, allowed (1/s)
375  2.854e+00  1.149e+02
400  6.685e+00  5.274e+01
425  1.130e+01  2.797e+01
450  1.684e+01  2.317e+01
475  2.370e+01  2.633e+01
500  3.222e+01  3.342e+01
525  4.270e+01  4.330e+01
T/K  relay share  reaction order in water
375  0.976  1.494
425  0.596  1.536
525  0.014  1.012
Equal-flux temperature: 431.8 K = 158.7 C
  kT there: 0.03721 eV
  ln q_gas, ln q_ads: 26.790, 4.925
  cost = reduction: 0.2136 eV
  enthalpy part of cost: -0.6019 eV
  entropy part of cost (-T dS): 0.8156 eV
  enthalpy difference driving the shift: 0.9019 eV
  total gain there: 1.9997
  shift per tenfold pressure: 41.0 K
Pressure for equal flux at 475 K: 8.99 Torr
Trap case a, b, r: 3.0, 10.0, 0.3
  relay share 0.750, total gain 0.471
Random scan: slowed 350, sped up 1629, doubled 1015
  sped up although cost exceeds reduction: 550
Barrier frequencies direct, relay: 1300i, 1000i cm^-1
Tunnelling factors direct, relay: 2.474, 1.668
Equal-flux T with tunnelling: 424.6 K
Equal-flux T, relay barrier +0.05, -0.05 eV: 407.9, 455.8 K
Equal-flux T, lowest mode halved: 443.7 K
Supply per site 7.966e+05 1/s; k1 2.820e+02, k2 8.782e+04 1/s
k2 / desorption rate of second water: 3.54e-04
Third water, same binding, no further reduction: flux x 3.21e-03
```
